# The Fermi-surface logarithm in jellium exchange and its real-space tail: a program that tests the result

```python
# Fourier interpolation of jellium exchange bands (Hartree atomic units, T=0).
# Sigma(k) = -int_{q<kF} d3q/(2pi)^3 W(|k-q|). Band = H/S from Gaussian orbitals (width s) on a
# simple cubic lattice a, G0=2pi/a: g=exp(-s^2k^2), H=sum_G g Sigma, S=sum_G g, w=g(kF)/S(kF).
# H,S are interpolated from a Gamma-centred N mesh, dk=G0/N; t=(k-kF)/dk. Claims under test:
# bare W: Sigma' ~ [ln(2kF/|d|)-1]/pi, Sigma(r) ~ kF cos(kF r)/(2pi^2 r^3), error = w E(t)/(pi a N),
#   interpolated velocity = (w/pi) ln(pi kF/dk) + regular part;
# Yukawa: coefficients ~ exp(-kappa x)/x^2; erfc: faster; static RPA: C3 d^3 ln|d|,
#   tail (3 kF C3/pi) cos(kF r)/r^5, error = 6 C3 w E3(t)/(aN)^3.
import numpy as np
from scipy.integrate import quad
from scipy.special import sici, polygamma, erfc
from scipy.constants import physical_constants
pi = np.pi
eV = physical_constants['Hartree energy in eV'][0]
rs = 4.0; kF = (9*pi/4)**(1/3)/rs
G0 = kF/0.3; a = 2*pi/G0; s2 = 10/G0**2
kTF = np.sqrt(4*kF/pi); omega = 0.11
A = np.atleast_1d

def logL(k, kap): return np.log1p(4*kF*k/((kF-k)**2+kap**2+1e-300))
def sigma_yuk(k, kap):
    k = np.maximum(np.abs(k), 1e-12)
    return -(kF-kap*(np.arctan2(kF+k, kap)+np.arctan2(kF-k, kap))
             + (kF**2+kap**2-k*k)*logL(k, kap)/(4*k))/pi
def vel_yuk(k, kap): return ((k*k+kF**2+kap**2)*logL(k, kap)/(4*k*k)-kF/k)/pi
def lindhard(y): return 0.5+(1-y*y)/(8*y)*np.log1p(4*y/((1-y)**2+1e-300))
W_tf = lambda p: 4*pi/(p*p+kTF**2)
W_rpa = lambda p: 4*pi/(p*p+kTF**2*lindhard(p/(2*kF)))
W_erfc = lambda p: -4*pi*np.expm1(-p*p/(4*omega**2))/(p*p)
xg, wg = np.polynomial.legendre.leggauss(64); u = (xg+1)/2; wu = wg/2

def shell(k, integrand):   # integral over |k-kF|<p<k+kF, split at the Kohn point 2kF
    c = np.where(k > 0.5*kF, 2*kF, kF); tot = 0
    for end, sign in ((np.abs(k-kF), -1), (k+kF, 1)):
        tot = tot+sign*np.sum(wu*4*u**3*(end-c)*integrand(c+(end-c)*u**4), axis=1)
    return tot
def sigma_quad(k, W):
    k = np.maximum(np.abs(A(k)), 1e-12)[:, None]
    top = np.maximum(kF-k, 1e-30); p = top*u
    inner = np.sum(wu*top*2*p*p*W(p), axis=1)
    return -(inner+shell(k, lambda p: p*W(p)*(kF**2-(k-p)**2)/(2*k)))/(4*pi**2)
def vel_quad(k, W):
    k = A(k)[:, None]
    return shell(k, lambda p: p*W(p)*(k*k+kF**2-p*p)/(2*k*k))/(4*pi**2)
kern = {'bare': lambda k: sigma_yuk(k, 0.0), 'TF': lambda k: sigma_yuk(k, kTF),
        'RPA': lambda k: sigma_quad(k, W_rpa), 'erfc': lambda k: sigma_quad(k, W_erfc)}
one = lambda k: np.ones_like(k)

# closed forms against definitions
for kap in (0.0, 0.3, kTF):
    for k in (0.4*kF, 0.95*kF, 1.7*kF):
        f = lambda q: q*np.log(((k+q)**2+kap**2)/((k-q)**2+kap**2))
        num = -quad(f, 0, kF, points=[k] if k < kF else None, limit=200)[0]/(2*pi*k)
        assert abs(num-sigma_yuk(k, kap)) < 1e-8
        fd = (sigma_yuk(k+1e-5, kap)-sigma_yuk(k-1e-5, kap))/2e-5
        assert abs(fd-vel_yuk(k, kap)) < 1e-6
ks = kF*np.array([0.0, 0.3, 0.8, 1.0, 1.5, 3.5])
assert np.max(np.abs(sigma_quad(ks, W_tf)-sigma_yuk(ks, kTF))) < 1e-12
for W in (W_rpa, W_erfc):
    fd = (sigma_quad(kF+1e-5, W)-sigma_quad(kF-1e-5, W))/2e-5
    assert abs(fd[0]-vel_quad(kF, W)[0]) < 1e-7
for d in (1e-4*kF, -1e-4*kF):
    fd = (sigma_yuk(kF+1.01*d, 0.0)-sigma_yuk(kF+0.99*d, 0.0))/(0.02*d)
    assert abs(fd-(np.log(2*kF/abs(d))-1)/pi) < 1e-3
# real space form and its Fourier transform
rho = lambda r: (np.sin(kF*r)-kF*r*np.cos(kF*r))/(2*pi**2*r**3)
assert abs(quad(lambda q: q*np.sin(7*q), 0, kF)[0]/(2*pi**2*7)-rho(7.0)) < 1e-12
k = 0.7*kF; r0 = 30.0
head = quad(lambda r: rho(r)*np.sin(k*r), 1e-6, r0, limit=200)[0]
osc = lambda n, wt, b: quad(lambda r: r**(-n), r0, np.inf, weight=wt, wvar=b, epsabs=1e-11)[0]
tail = (osc(3, 'cos', kF-k)-osc(3, 'cos', kF+k)-kF*(osc(2, 'sin', kF+k)-osc(2, 'sin', kF-k)))/(4*pi**2)
assert abs(-4*pi/k*(head+tail)-sigma_yuk(k, 0.0)) < 1e-7
for damp, name in ((lambda r: np.exp(-kTF*r), 'TF'), (lambda r: erfc(omega*r), 'erfc')):
    ft = -4*pi/kF*quad(lambda r: rho(r)*damp(r)*np.sin(kF*r), 1e-6, 80, limit=300)[0]
    assert abs(ft-kern[name](A(kF))[0]) < 1e-7
# RPA cubic-log coefficient from second differences of the velocity
C3 = kTF**2/(12*pi*(4*kF**2+kTF**2/2)**2)
def curv(h):
    v = vel_quad(np.array([kF-h, kF, kF+h]), W_rpa); return (v[0]-2*v[1]+v[2])/h**2
C3num = (curv(0.01*kF)-curv(0.005*kF))/(6*np.log(2))
assert abs(C3num/C3-1) < 0.02
# matrix elements between normalised Gaussian orbitals by radial quadrature
x16, w16 = np.polynomial.legendre.leggauss(16)
uu = ((np.arange(400)[:, None]+(x16+1)/2)/400).ravel(); ww = np.tile(w16/800, 400)
kr = np.concatenate([kF*(1-uu**4), kF*(1+6*uu**4)])
wr = np.concatenate([ww*4*uu**3*kF, ww*24*uu**3*kF])
norm = (4*pi*s2)**1.5; gF = np.exp(-s2*kF**2)
rad = {n: wr*kr*np.exp(-s2*kr**2)*kern[n](kr) for n in kern}
HR = lambda n, R: norm*np.sum(rad[n]*np.sin(kr*R))/(2*pi**2*R)
tail_bare = lambda R: norm*gF*kF*np.cos(kF*R)/(2*pi**2*R**3)
tail_rpa = lambda R: norm*gF*3*kF*C3/pi*np.cos(kF*R)/R**5
assert abs(HR('bare', 100*a)/tail_bare(100*a)-1) < 0.01
assert abs(HR('RPA', 50*a)/tail_rpa(50*a)-1) < 0.05

# periodic functions on the line (k,0,0) and their interpolation
def line(sig, k):
    k = A(k); k = k-G0*np.round(k/G0); tot = 0
    for m in range(-2, 3):
        for m2, mult in ((0, 1), (1, 4), (2, 4), (4, 4)):
            q = np.sqrt((k+m*G0)**2+m2*G0**2); tot = tot+mult*np.exp(-s2*q*q)*sig(q)
    return tot
coef = lambda sig, N: np.fft.fft(line(sig, G0*np.arange(N)/N)).real/N
def interp(sig, N, k):
    x = a*np.fft.fftfreq(N, 1/N); ph = np.outer(A(k), x); c, cs = coef(sig, N), coef(one, N)
    H, S = np.cos(ph)@c, np.cos(ph)@cs
    dH, dS = -np.sin(ph)@(c*x), -np.sin(ph)@(cs*x)
    return H/S, (dH*S-H*dS)/S**2
band = lambda sig, k: line(sig, k)/line(one, k)
w = gF/line(one, kF)[0]
dev = {}
for kap, n0, tol in ((0.0, 200, 0.03), (0.1*kF, 80, 0.07)):
    c = coef(lambda q: sigma_yuk(q, kap), 20480)[n0:n0+10]; x = a*np.arange(n0, n0+10)
    z = a*kF/pi*np.exp(-s2*(kF+1j*kap)**2+(1j*kF-kap)*x)/(kap-1j*kF)/x**2
    dev[kap] = np.max(np.abs(c-z.real)/np.abs(z)); assert dev[kap] < tol
E1 = lambda t: (2*np.sin(pi*t)-2*pi*t*sici(pi*t)[1]
                - quad(lambda z: np.sin(2*pi*t*z)*polygamma(1, 1+z), -.5, .5)[0])
E3 = lambda t: (quad(lambda y: y**-4, .5, np.inf, weight='sin', wvar=2*pi*t)[0]
                - quad(lambda z: np.sin(2*pi*t*z)*polygamma(3, 1+z)/6, -.5, .5)[0])
assert abs(E1(1.0)) < 1e-7 and abs(E3(1.0)) < 1e-6
J = quad(lambda z: z*polygamma(1, 1+z), -.5, .5)[0]
assert abs(J-(1-np.euler_gamma-np.log(2))) < 1e-9
def odd_error(name, N, t):
    k = kF+np.array([t, -t])*G0/N
    e = band(kern[name], k)-interp(kern[name], N, k)[0]; return (e[0]-e[1])/2
for t in (0.25, 0.5):
    assert abs(odd_error('bare', 320, t)/(w*E1(t)/(pi*a*320))-1) < 0.01
    assert abs(odd_error('RPA', 320, t)/(6*C3*w*E3(t)/(a*320)**3)-1) < 0.03
ts = np.linspace(0.01, 0.99, 99); Ev = np.array([E1(t) for t in ts])
Emax, tmax = Ev.max(), ts[Ev.argmax()]
def local_max(N):
    k = kF+np.linspace(-3, 3, 241)*G0/N
    return np.max(np.abs(band(kern['bare'], k)-interp(kern['bare'], N, k)[0]))
target = 0.010/eV; Nreq = w*Emax/(pi*a*target); Nten = 10*int(np.ceil(Nreq/10))
assert abs(local_max(Nten)/(w*Emax/(pi*a*Nten))-1) < 0.06
mid = [N*local_max(N) for N in (165, 325)]
assert abs(mid[0]/mid[1]-1) < 0.05
kk = kF+np.array([1e-4, -1e-4]); rest = band(kern['bare'], kk)-w*kern['bare'](kk)
vreg = (rest[0]-rest[1])/2e-4
vlaw = lambda N: w/pi*np.log(pi*kF*N/G0)+vreg
assert abs(interp(kern['bare'], 640, kF)[1][0]-vlaw(640)) < 2e-3
fine = G0*np.arange(1281)/2560; Ns = (10, 20, 40, 80, 160)
err = {}
for n in kern:
    ex = band(kern[n], fine)
    err[n] = [np.max(np.abs(ex-interp(kern[n], N, fine)[0])) for N in Ns]
assert err['TF'][1] < 1e-10 and err['erfc'][2] < 1e-10
kin = lambda q: q*q/2
kinerr = np.max(np.abs(band(kin, fine)-interp(kin, 10, fine)[0])); assert kinerr < 1e-7
b = band(kern['TF'], kk)
assert abs((b[0]-b[1])/2e-4-interp(kern['TF'], 20, kF)[1][0]) < 1e-7
# full three-dimensional interpolation of bare exchange
def cube(sig, x, y, z):
    return sum(np.exp(-s2*q2)*sig(np.sqrt(q2)) for q2 in
               ((x+i*G0)**2+(y+j*G0)**2+(z+l*G0)**2
                for i in (-1, 0, 1) for j in (-1, 0, 1) for l in (-1, 0, 1)))
def interp3(N, x, y, z):
    m = G0*np.fft.fftfreq(N); R = a*np.fft.fftfreq(N, 1/N)
    c = np.fft.fftn(cube(kern['bare'], m[:, None, None], m[None, :, None], m[None, None, :])).real/N**3
    cx, cy, cz = (np.cos(np.outer(R, v)) for v in (x, y, z))
    return np.einsum('ijp,ip,jp->p', c@cz, cx, cy)/cube(one, x, y, z)
kl = np.linspace(0.1, 0.4, 31)*G0
assert np.max(np.abs(interp3(10, kl, 0*kl, 0*kl)-interp(kern['bare'], 10, kl)[0])) < 1e-7
kd = np.linspace(0.7, 1.3, 241)*kF/np.sqrt(3)
ex = cube(kern['bare'], kd, kd, kd)/cube(one, kd, kd, kd)
e111 = [np.max(np.abs(ex-interp3(N, kd, kd, kd))) for N in (20, 40)]
assert 1.2 < e111[0]/e111[1] < 3.5

meV = 1e3*eV
print(f"rs = {rs} bohr, kF = {kF:.5f} 1/bohr, a = {a:.4f} bohr, G0 = {G0:.5f} 1/bohr")
print(f"s = {np.sqrt(s2):.4f} bohr, g(kF) = {gF:.5f}, w = {w:.5f}, g(3kF)/g(kF) = {np.exp(-8*s2*kF**2):.2e}")
print(f"electrons per cell = {(kF*a)**3/(3*pi**2):.4f}, (4 pi s^2)^1.5 = {norm:.2f} bohr^3")
print(f"kappa_TF = {kTF:.5f} 1/bohr, kappa*a = {kTF*a:.4f}, omega = {omega} 1/bohr, omega*a = {omega*a:.4f}")
print(f"Hartree = {eV:.5f} eV; free Fermi velocity = {kF:.5f} a.u.")
for n in kern:
    v = kern[n](np.array([0.0, kF]))
    print(f"Sigma {n}: k=0 {v[0]:.5f} Ha, k=kF {v[1]:.5f} Ha")
for d in (1e-1, 1e-2, 1e-4):
    print(f"bare dSigma/dk at k=kF(1+{d:g}) = {vel_yuk(kF*(1+d), 0.0):.4f} a.u.")
print(f"dSigma/dk at kF (a.u.): TF {vel_yuk(kF, kTF):.5f}, RPA {vel_quad(kF, W_rpa)[0]:.5f}, erfc {vel_quad(kF, W_erfc)[0]:.5f}")
print(f"C3 formula = {C3:.6f}, numerical = {C3num:.6f} Ha bohr^3")
print("H(R=n a) in Ha: n, bare, bare tail, RPA, RPA tail")
for n in (5, 10, 20, 50):
    print(f"  {n:3d} {HR('bare', n*a):.4e} {tail_bare(n*a):.4e} {HR('RPA', n*a):.4e} {tail_rpa(n*a):.4e}")
print(f"H(5a): TF {HR('TF', 5*a):.3e} Ha, erfc {HR('erfc', 5*a):.3e} Ha")
print(f"c_n deviation/envelope: bare n=200-209 {dev[0.0]:.4f}; kappa=0.1kF n=80-89 {dev[0.1*kF]:.4f}")
print(f"E(0.5) = {E1(0.5):.5f}, max E = {Emax:.4f} at t = {tmax:.2f}, E3(0.5) = {E3(0.5):.5f}")
print(f"J = {J:.6f}, 2/(pi e) = {2/(pi*np.e):.5f}, v_reg = {vreg:.5f} a.u.")
print(f"N=320 t=0.5 bare odd error {odd_error('bare', 320, .5):.4e}, law {w*E1(.5)/(pi*a*320):.4e} Ha")
print(f"N=320 t=0.5 RPA odd error {odd_error('RPA', 320, .5):.4e}, law {6*C3*w*E3(.5)/(a*320)**3:.4e} Ha")
print("max band error in meV: N, bare, bare law, TF, RPA, erfc (below 1e-9 is rounding)")
for i, N in enumerate(Ns):
    print(f"  {N:3d} {err['bare'][i]*meV:.2f} {w*Emax/(pi*a*N)*meV:.2f} {err['TF'][i]*meV:.2e} "
          f"{err['RPA'][i]*meV:.2e} {err['erfc'][i]*meV:.2e}")
print("bare exchange velocity at kF in a.u.: N, dk (1/bohr), interpolated, law")
for N in Ns+(640,):
    print(f"  {N:3d} {G0/N:.5f} {interp(kern['bare'], N, kF)[1][0]:.4f} {vlaw(N):.4f}")
print(f"velocity gain per doubling of N = {w*np.log(2)/pi:.4f} a.u.")
print(f"kinetic band error at N=10 = {kinerr:.1e} Ha")
print(f"N for 10 meV: {Nreq:.0f} (fraction 1/4: {Nreq/4:.0f}); error at N={Nten}: {local_max(Nten)*meV:.2f} meV")
print(f"N*error, kF on node (law) = {w*Emax/(pi*a):.4f} Ha; midway N=165,325: {mid[0]:.4f}, {mid[1]:.4f} Ha")
print(f"[111] max error near kF: N=20 {e111[0]*meV:.1f} meV, N=40 {e111[1]*meV:.1f} meV")
print("success")
```

Printed output:

```
rs = 4.0 bohr, kF = 0.47979 1/bohr, a = 3.9287 bohr, G0 = 1.59930 1/bohr
s = 1.9773 bohr, g(kF) = 0.40657, w = 0.98184, g(3kF)/g(kF) = 7.47e-04
electrons per cell = 0.2262, (4 pi s^2)^1.5 = 344.37 bohr^3
kappa_TF = 0.78159 1/bohr, kappa*a = 3.0707, omega = 0.11 1/bohr, omega*a = 0.4322
Hartree = 27.21139 eV; free Fermi velocity = 0.47979 a.u.
Sigma bare: k=0 -0.30544 Ha, k=kF -0.15272 Ha
Sigma TF: k=0 -0.03150 Ha, k=kF -0.02512 Ha
Sigma RPA: k=0 -0.03282 Ha, k=kF -0.02730 Ha
Sigma erfc: k=0 -0.18158 Ha, k=kF -0.09869 Ha
bare dSigma/dk at k=kF(1+0.1) = 0.5956 a.u.
bare dSigma/dk at k=kF(1+0.01) = 1.3563 a.u.
bare dSigma/dk at k=kF(1+0.0001) = 2.8338 a.u.
dSigma/dk at kF (a.u.): TF 0.02210, RPA 0.01905, erfc 0.25912
C3 formula = 0.010777, numerical = 0.010767 Ha bohr^3
H(R=n a) in Ha: n, bare, bare tail, RPA, RPA tail
    5 -4.5166e-04 -4.4897e-04 -1.1374e-07 -2.3635e-07
   10 5.6276e-05 5.6122e-05 6.6925e-09 7.3861e-09
   20 7.0204e-06 7.0152e-06 2.2660e-10 2.3081e-10
   50 4.4903e-07 4.4897e-07 2.3597e-12 2.3635e-12
H(5a): TF 2.352e-09 Ha, erfc 1.543e-06 Ha
c_n deviation/envelope: bare n=200-209 0.0122; kappa=0.1kF n=80-89 0.0294
E(0.5) = 1.16409, max E = 1.5218 at t = 0.26, E3(0.5) = 3.69474
J = -0.270363, 2/(pi e) = 0.23420, v_reg = 0.02878 a.u.
N=320 t=0.5 bare odd error 2.8934e-04, law 2.8939e-04 Ha
N=320 t=0.5 RPA odd error 1.1797e-10, law 1.1805e-10 Ha
max band error in meV: N, bare, bare law, TF, RPA, erfc (below 1e-9 is rounding)
   10 318.77 329.42 1.60e-05 6.74e-02 2.24e-01
   20 165.32 164.71 3.59e-12 1.28e-02 1.34e-08
   40 82.97 82.36 3.02e-12 1.74e-03 1.15e-11
   80 41.35 41.18 4.81e-12 2.19e-04 1.49e-11
  160 20.63 20.59 3.02e-12 2.71e-05 1.08e-11
bare exchange velocity at kF in a.u.: N, dk (1/bohr), interpolated, law
   10 0.15993 0.7586 0.7299
   20 0.07996 0.9541 0.9465
   40 0.03998 1.1651 1.1631
   80 0.01999 1.3803 1.3798
  160 0.01000 1.5965 1.5964
  640 0.00250 2.0297 2.0297
velocity gain per doubling of N = 0.2166 a.u.
kinetic band error at N=10 = 1.0e-14 Ha
N for 10 meV: 329 (fraction 1/4: 82); error at N=330: 9.99 meV
N*error, kF on node (law) = 0.1211 Ha; midway N=165,325: 0.0790, 0.0763 Ha
[111] max error near kF: N=20 123.1 meV, N=40 76.6 meV
success
```
